\section*{First-order pseudopotentials of a displacement wave and their macroscopic divergence, part 2}

When one sublattice of a crystal is displaced in a wave of wave vector $\mathbf q$, the ionic potential changes at first order. We ask how this change behaves as $q\to0$. Hartree atomic units are used.

The crystal has $N$ cells, lattice vectors $\mathbf R$ and reciprocal lattice vectors $\mathbf G$ (primitive ones $\mathbf b_1,\mathbf b_2,\mathbf b_3$). An electron state has wave vector $\mathbf k$. Per unit displacement amplitude $u$, the first-order potential is $V^{(1)}_{\mathbf q}$, with local and separable elements $V^{\rm loc}_{\mathbf G\mathbf G'}$ and $V^{\rm sep}_{\mathbf G\mathbf G'}$. The separable potential has localized projectors $\beta_i$ and a Hermitian matrix $D_{ij}$. Norm conservation gives the orbitals an ordinary eigenvalue problem with unit overlap. Transforms are $f(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}f(\mathbf r)\,d^3r$. For the Coulomb tail, the transform at nonzero wave vector is defined through the Laplacian.

For planes of point ions displaced along their normal $x$, with one ion per area $A$ and $N_p$ planes in length $L$, the averaged potential per unit $u$ is a staircase with Fourier coefficient $W_q$:
\begin{equation}
iqW_q=-\frac{4\pi Z}{A}\frac{N_p}{L}=-\frac{4\pi Z}{\Omega},
\qquad
W_q=\frac{i4\pi Z}{\Omega q}.
\label{eq:sheet}
\end{equation}

The example is a model zincblende lattice with lattice constant $10$ bohr, $\Omega=250$ bohr$^3$, and ions A and B of charges $3$ and $5$. The local potential has a Gaussian charge of width $r_c$ and a Gaussian core term of strength $A_c$:
\begin{equation}
v(Q)=\left[-\frac{4\pi Z}{Q^2}+A_c(2\pi)^{3/2}r_c^3\right]e^{-Q^2r_c^2/2}.
\label{eq:modelv}
\end{equation}
Gaussian $s$ and $p$ projectors of width $\rho$, with strengths $D_s$ and $D_p$, give
\begin{equation}
S(\mathbf K,\mathbf K')=8\pi^{3/2}\rho^3e^{-(K^2+K'^2)\rho^2/2}
\left(D_s+2D_p\rho^2\mathbf K\cdot\mathbf K'\right).
\label{eq:models}
\end{equation}
Ion B has $r_c=\rho=0.8$ bohr, $A_c=3$ Ha, $D_s=1$ Ha, $D_p=0.5$ Ha and $\boldsymbol\tau=(2.5,2.5,2.5)$ bohr. The chosen $\mathbf k$ is $(0.20,0.10,0.05)$ bohr$^{-1}$. The closing table also lists elements at one finite $\mathbf q$ and the largest deviation from a test with finite displacements in a 125-cell supercell.

\section{The long-wavelength limit and the macroscopic term}

One sublattice of ions, with charge $Z$ and position $\boldsymbol\tau$ in a cell of volume $\Omega$, moves along $\alpha$ as $u\,e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau)}$. Per unit $u$, the local and separable elements between $\mathbf k+\mathbf q+\mathbf G$ and $\mathbf k+\mathbf G'$ share the factor
\begin{equation}
-\frac i\Omega(\mathbf q+\mathbf G-\mathbf G')_\alpha e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}.
\end{equation}
It multiplies $v(\mathbf q+\mathbf G-\mathbf G')$ in the local part and $S(\mathbf k+\mathbf q+\mathbf G,\mathbf k+\mathbf G')$ in the separable part. Here $v$ is the transform of the local potential with tail $-Z/r$, and $S(\mathbf K,\mathbf K')=\sum_{ij}\beta_i(\mathbf K)D_{ij}\beta_j^*(\mathbf K')$ is built from the projector transforms. Potentials are electron potential energies. The limit of interest is $q=|\mathbf q|\to0$ at a fixed direction $\hat{\mathbf q}=\mathbf q/q$.

The small-$q$ form of $v$ follows from separating the tail:
\begin{equation}
v(r)=-\frac Zr+w(r),\qquad w(r)=v(r)+\frac Zr .
\end{equation}
For the first term, $\nabla^2(-Z/r)=4\pi Z\,\delta(\mathbf r)$. Since the Laplacian multiplies a transform by $-q^2$, the transform of $-Z/r$ is $-4\pi Z/q^2$. The second term is short-ranged, so its exponential may be expanded under the integral. The term linear in $\mathbf q\cdot\mathbf r$ vanishes by spherical symmetry, and the angular average of $(\mathbf q\cdot\mathbf r)^2$ is $q^2r^2/3$. Hence
\begin{equation}
v(q)=-\frac{4\pi Z}{q^2}+C-\frac{q^2}{6}\int r^2w(r)\,d^3r+O(q^4),
\qquad
C=\int w(r)\,d^3r .
\label{eq:smallq}
\end{equation}

At $\mathbf G=\mathbf G'$ the structure phase is one and the transfer is $\mathbf q$. Inserting (\ref{eq:smallq}) and writing $q_\alpha=q\hat q_\alpha$ gives
\begin{equation}
V^{\rm loc}_{\mathbf G\mathbf G}
=-\frac{iq_\alpha}{\Omega}v(q)
=\frac{i4\pi Z\hat q_\alpha}{\Omega q}-\frac{iq_\alpha C}{\Omega}+O(q^3).
\label{eq:main}
\end{equation}
One power of $q$ from the displacement derivative cancels one of the two powers in the Coulomb denominator, leaving $1/q$. The coefficient contains the ionic charge and no detail of the core. The core enters through $C$, whose contribution vanishes with $q$.

The remaining elements have to be examined before this term can be called the sole divergence. For $\mathbf G\neq\mathbf G'$ the transfer tends to the nonzero vector $\mathbf G-\mathbf G'$, at which $v$ is finite. The local element then approaches the derivative for a rigid shift of the sublattice. In the separable part, $S$ is a smooth function of its arguments because the projectors are localized, and it stays finite for every pair of reciprocal vectors. At $\mathbf G=\mathbf G'$ the prefactor gives
\begin{equation}
V^{\rm sep}_{\mathbf G\mathbf G}
=-\frac{iq_\alpha}{\Omega}S(\mathbf k+\mathbf G,\mathbf k+\mathbf G)+O(q^2),
\end{equation}
which vanishes linearly. A nonlocal operator of short range has no tail through which distant cells could add coherently.

The divergent part can be written as an operator. A multiplicative factor $e^{i\mathbf q\cdot\mathbf r}$ takes $\mathbf k+\mathbf G'$ to $\mathbf k+\mathbf q+\mathbf G'$, so its matrix is the unit matrix in $\mathbf G$ and $\mathbf G'$. Therefore
\begin{equation}
V^{(1)}_{\mathbf q}=\frac{i4\pi Z\hat q_\alpha}{\Omega q}\,e^{i\mathbf q\cdot\mathbf r}
+V^{\rm reg}_{\mathbf q},
\label{eq:split}
\end{equation}
where every plane-wave element of $V^{\rm reg}_{\mathbf q}$ has a finite limit. The first term varies only on the scale of the wavelength and is in this sense macroscopic. For $\mathbf q$ and the displacement both along $x$ it reduces to the result for displaced planes of point charges.

The physical content is an electric field. If $\phi$ is the electrostatic potential, the electron potential energy is $V=-\phi$, and the field $-\nabla\phi$ equals $\nabla V$. The gradient of the divergent term brings down $i\mathbf q=iq\hat{\mathbf q}$, so the field amplitude per unit displacement is
\begin{equation}
\mathbf E=iq\hat{\mathbf q}\,\frac{i4\pi Z\hat q_\alpha}{\Omega q}
=-\frac{4\pi Z}{\Omega}\hat{\mathbf q}\,\hat q_\alpha .
\label{eq:field}
\end{equation}
The displaced ions carry a polarization of amplitude $Z/\Omega$ along $\alpha$, again per unit displacement. The field is $-4\pi$ times the component of this polarization along $\hat{\mathbf q}$. It remains finite as $q\to0$. The potential diverges because a finite field acts over a distance of the order of the wavelength. When the displacement is perpendicular to $\mathbf q$, $\hat q_\alpha=0$ and the divergent term is absent, since a transverse polarization wave has no macroscopic charge density. The coefficient depends on the direction from which $\mathbf q=0$ is approached, so the limit has no single value.

For several sublattices with polarization vectors $\mathbf e_\kappa$, linearity replaces $Z\hat q_\alpha$ by $\sum_\kappa Z_\kappa\hat{\mathbf q}\cdot\mathbf e_\kappa$. If all ions move together by $\mathbf e$, this is $\hat{\mathbf q}\cdot\mathbf e$ times the total ionic charge of the cell and does not vanish for a longitudinal wave. There is no contradiction with neutrality, because (\ref{eq:split}) contains the ions alone and the electrons have not yet been allowed to follow.

In the model lattice, moving ion B with charge $5$ gives the coefficient
\begin{equation}
\frac{4\pi Z}{\Omega}=\frac{4\pi\times5}{250}=0.2513\ \hbox{Ha/bohr}^2 .
\end{equation}
For its Gaussian local potential, expanding the exponential in (\ref{eq:modelv}) to first order in $q^2$ gives
\begin{equation}
C=2\pi Zr_c^2+A_c(2\pi)^{3/2}r_c^3=44.30\ \hbox{Ha\,bohr}^3 .
\end{equation}
With $\mathbf q$ and the displacement along $x$, the element at $\mathbf G=\mathbf G'=0$ is purely imaginary. Its imaginary parts, in Ha/bohr, are as follows, where the remainder is the local element minus its divergent term.
\begin{center}
\begin{tabular}{ccccc}
$q$ (bohr$^{-1}$) & local & divergent & remainder & separable\\
$0.100$ & $2.4956$ & $2.5133$ & $-0.01768$ & $-0.009085$\\
$0.010$ & $25.1310$ & $25.1327$ & $-0.00177$ & $-0.00091$\\
$0.001$ & $251.3272$ & $251.3274$ & $-0.00018$ & $-0.00009$
\end{tabular}
\end{center}
The divergent term grows tenfold per row, while the remainder and the separable element shrink tenfold. At $q=0.01$ bohr$^{-1}$ the predicted remainder is $-0.01\times44.30/250=-0.00177$ Ha/bohr, as found.

For $u=0.01$ bohr and $q=0.01$ bohr$^{-1}$, the divergent amplitude is $0.01\times0.2513/0.01=0.2513$ Ha, or $6.84$ eV. This large number belongs to a potential with a wavelength of about $630$ bohr. The corresponding field amplitude is $0.0025$ Ha/bohr, or about $13$ MV/cm. This is the bare field of the ions before any screening, and it lies above the breakdown fields of common semiconductors. The expansion in the ion displacement is made first, at fixed $q$, and the limit $q\to0$ is taken afterwards. At fixed $u$ the potential amplitude would eventually exceed any chosen energy, so its size alone is a poor measure of how strongly the electrons are perturbed locally. It still limits the regime. Once the swing of the total macroscopic potential, screening included, exceeds the gap of an insulator, filled states in one part of the wave lie above empty states in another, and a first-order treatment with fixed occupations no longer describes the ground state. The amplitude $u$ must therefore be reduced together with $q$.

The same coefficient was also obtained in real space, from a staircase built out of displaced charged sheets. At $q=0.02513$ bohr$^{-1}$ its Fourier coefficient is $10.000\,i$ Ha/bohr, in agreement with $0.2513/0.02513$.

Two practical points follow from the tail. First, the transform of $v$ must not be computed by cutting the radial integral at some radius $R_m$. The tail would then contribute
\begin{equation}
\int_0^{R_m}4\pi r^2\left(-\frac Zr\right)\frac{\sin qr}{qr}\,dr
=-\frac{4\pi Z}{q^2}\left(1-\cos qR_m\right),
\end{equation}
which tends to the finite value $-2\pi ZR_m^2$ as $q\to0$. The divergence is lost, and an oscillation in $q$ takes its place. A sound procedure integrates the short-ranged function $v+Z/r$ numerically and adds $-4\pi Z/q^2$ analytically.

Second, a calculation performed at $\mathbf q=0$ in a periodic cell has no element with a small nonzero transfer. With the average potential set to zero it describes a rigid sublattice shift in zero macroscopic field. This is the regular part of the problem. If a long longitudinal wave is meant, the ionic field (\ref{eq:field}) must be added separately, and once the electrons respond, so must the macroscopic field of their induced density.

The phase convention of the displacement affects the finite part. If the pattern is $u\,e^{i\mathbf q\cdot\mathbf R}$, it equals the earlier pattern multiplied by $e^{-i\mathbf q\cdot\boldsymbol\tau}$, and so does the whole first-order potential. The divergent coefficient becomes
\begin{equation}
\frac{i4\pi Z\hat q_\alpha}{\Omega q}e^{-i\mathbf q\cdot\boldsymbol\tau}
=\frac{i4\pi Z\hat q_\alpha}{\Omega q}
+\frac{4\pi Z}{\Omega}\hat q_\alpha(\hat{\mathbf q}\cdot\boldsymbol\tau)+O(q),
\end{equation}
since $i\times(-i)=1$. The second term is finite and depends on direction. It describes no additional field in the crystal and merely records that the two patterns differ by a phase. For ion B with $\mathbf q$ along $x$ it is $0.2513\times2.5=0.6283$ Ha/bohr. A chain of 400 explicitly displaced cells at $q=0.00314$ bohr$^{-1}$ gave the same real part to four digits, together with an imaginary part of $-0.003$ Ha/bohr from the terms of order $q$. Subtracting the bare $1/q$ term of one convention from elements computed in the other would leave this piece behind.

The three-dimensional periodicity matters too. For a single layer with area $A$ per cell, only the in-plane transform of $1/r$ is taken. At height $z$ it obeys $(\partial_z^2-q^2)f=-4\pi\delta(z)$, whose decaying solution is $f=2\pi e^{-q|z|}/q$. For a displacement within the plane, the tail then gives
\begin{equation}
-\frac{iq_\alpha}{A}\left(-\frac{2\pi Z}{q}e^{-q|z|}\right)
=\frac{i2\pi Z\hat q_\alpha}{A}e^{-q|z|},
\end{equation}
which is finite as $q\to0$, though still dependent on direction. The $1/q$ law belongs to the bulk crystal.

What the divergence does to electrons depends on which states it connects. Write Bloch states as $\psi_{n\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ periodic and normalized in one cell. The factor $e^{i\mathbf q\cdot\mathbf r}$ in (\ref{eq:split}) cancels the difference of the Bloch phases:
\begin{equation}
\langle\psi_{m,\mathbf k+\mathbf q}|e^{i\mathbf q\cdot\mathbf r}|\psi_{n\mathbf k}\rangle
=\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle .
\end{equation}
Let $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ act on the periodic functions. Letting $H_{\mathbf k+\mathbf q}$ act to the left and $H_{\mathbf k}$ to the right gives the identity
\begin{equation}
(E_{m,\mathbf k+\mathbf q}-E_{n\mathbf k})
\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle
=\langle u_{m,\mathbf k+\mathbf q}|H_{\mathbf k+\mathbf q}-H_{\mathbf k}|u_{n\mathbf k}\rangle .
\end{equation}
The difference of Hamiltonians is $\mathbf q\cdot\partial_{\mathbf k}H_{\mathbf k}+O(q^2)$. If the bands are nondegenerate at $\mathbf k$ and $m\neq n$, the phase of $u_{m,\mathbf k+\mathbf q}$ can be chosen continuous, and to leading order
\begin{equation}
\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle
=\frac{\mathbf q\cdot\langle u_{m\mathbf k}|\partial_{\mathbf k}H_{\mathbf k}|u_{n\mathbf k}\rangle}
{E_{m\mathbf k}-E_{n\mathbf k}}+O(q^2).
\label{eq:overlap}
\end{equation}
The derivative $\partial_{\mathbf k}H_{\mathbf k}$ contains the momentum from the kinetic energy and also the derivative of the separable potential, whose elements $S(\mathbf k+\mathbf G,\mathbf k+\mathbf G')$ depend on $\mathbf k$.

Multiplying (\ref{eq:overlap}) by the divergent coefficient cancels $q$. The interband element of the macroscopic term tends to
\begin{equation}
\frac{i4\pi Z\hat q_\alpha}{\Omega}\,
\frac{\hat{\mathbf q}\cdot\langle u_{m\mathbf k}|\partial_{\mathbf k}H_{\mathbf k}|u_{n\mathbf k}\rangle}
{E_{m\mathbf k}-E_{n\mathbf k}},
\label{eq:inter}
\end{equation}
a finite value that depends on direction. For $m=n$ the overlap tends to one in modulus, and a longitudinal wave has a divergent element.

In the model, bands 4 and 5 at the chosen $\mathbf k$ are separated by $0.0744$ Ha. They are states of independent electrons in the bare ionic lattice, computed with 137 plane waves and zero average local potential, and do not form a self-consistent band structure. Ion A sits at the origin with $r_c=1.0$ bohr, $A_c=1$ Ha, and the same projectors and strengths as ion B. The model is not an insulator: elsewhere in the zone band 5 dips more than $0.06$ Ha below the top of band 4. The pair therefore illustrates the interband element only, and not a filled and an empty band across a gap. The same reciprocal vectors are used at $\mathbf k$ and $\mathbf k+\mathbf q$, so the identity above also holds for the finite matrices. The $x$ component of the derivative element has modulus $0.1838$ Ha\,bohr. For ion B displaced along $x$ and $\mathbf q$ also along $x$, (\ref{eq:inter}) has modulus
\begin{equation}
\frac{0.2513\times0.1838}{0.0744}=0.621\ \hbox{Ha/bohr}.
\end{equation}
Direct diagonalization at $\mathbf k+\mathbf q$ gives $0.6242$ at $q=10^{-3}$ bohr$^{-1}$ and $0.6209$ at $10^{-5}$ bohr$^{-1}$, approaching the limit $0.6209$. For $\mathbf q$ along $(1,1,0)$, with the displacement still along $x$, the limit is $0.447$ Ha/bohr. It involves the complex sum of the $x$ and $y$ components, so their moduli alone do not determine it. These band numbers belong to the basis of 137 plane waves and are not converged in the cutoff. With about 500 plane waves or more, the separation becomes $0.0758$ Ha, the derivative element $0.1827$ Ha\,bohr, and the two limits $0.606$ and $0.437$ Ha/bohr, a shift of about 2\% in the limits.

The occupations decide which of these elements affect the density. A stationary one-particle density matrix commutes with the Hamiltonian. At first order, for a perturbation $V$ and occupations $f$, this requires
\begin{equation}
(E_m-E_n)\rho^{(1)}_{mn}+(f_n-f_m)V_{mn}=0,
\qquad
\rho^{(1)}_{mn}=\frac{f_n-f_m}{E_n-E_m}V_{mn},
\end{equation}
where $m$ refers to $\mathbf k+\mathbf q$ and $n$ to $\mathbf k$. In an insulator with fixed occupations, the divergent element within one band drops out because $f_n=f_m$. The elements between filled and empty bands remain finite by (\ref{eq:inter}).

This also shows what (\ref{eq:main}) leaves out. The density component at $\mathbf q$ is obtained by combining $\rho^{(1)}_{mn}$ with another overlap of the type (\ref{eq:overlap}), which is of order $q$. The induced density is then of order $q$, and its Hartree potential, $4\pi/q^2$ times that density, is generally of order $1/q$. The electrons thus contribute a macroscopic term of the same order as the ions, and the total field in an insulator generally has a coefficient different from the bare one in (\ref{eq:field}). In a metal the argument fails for a partly filled band, where $f_n-f_m$ and $E_n-E_m$ can both vanish with $q$ at a finite ratio. The bare ionic term (\ref{eq:main}) is the same in both cases, and the response has to be computed with it included.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 10.0 bohr, cell volume 250.0 bohr^3
ion A: Z = 3, rc = 1.0 bohr, A = 1.0 Ha, rho = 0.8 bohr
ion A: D_s = 1.0 Ha, D_p = 0.5 Ha, tau = [0. 0. 0.] bohr
ion A: constant C = 34.5992 Ha bohr^3
ion B: Z = 5, rc = 0.8 bohr, A = 3.0 Ha, rho = 0.8 bohr
ion B: D_s = 1.0 Ha, D_p = 0.5 Ha, tau = [2.5 2.5 2.5] bohr
ion B: constant C = 44.2976 Ha bohr^3
k = [0.2  0.1  0.05] 1/bohr
finite q = (b1+2 b2)/5 = [ 0.12566 -0.12566  0.37699] 1/bohr
G = b1 = [-0.62832  0.62832  0.62832] 1/bohr
G' = b3 = [ 0.62832  0.62832 -0.62832] 1/bohr
q+G-G' = [-1.13097 -0.12566  1.63363] 1/bohr
v_B(q+G-G') = 2.34578 Ha bohr^3
ion B along x, local element     = 0.000000+0.010612j Ha/bohr
ion B along x, separable element = 0.000000+0.027753j Ha/bohr
largest supercell deviation = 1.3e-10 Ha/bohr
divergent coefficient 4 pi Z/Omega, ion B = 0.251327 Ha/bohr^2
G=G'=0, q along x, imaginary parts in Ha/bohr:
q (1/bohr)   local      divergent   remainder   separable
0.100        2.495599    2.513274   -0.017675   -0.009085
0.010       25.130969   25.132741   -0.001772   -0.000912
0.001      251.327235  251.327412   -0.000177   -0.000091
-q C/Omega at q = 0.01 /bohr: -0.001772 Ha/bohr
divergent amplitude, u = 0.01 bohr, q = 0.01 /bohr: 0.2513 Ha = 6.839 eV
sheets: q = 0.025133 1/bohr, amplitude/i = 10.00000 Ha/bohr
sheets: formula 10.00000 Ha/bohr
pattern exp(iq.R): q = 0.003142 1/bohr
pattern exp(iq.R): extra term, real part 0.62831 Ha/bohr, formula 0.62832
plane waves: 137, cutoff on G^2/2 = 5.0 Ha
lowest six band energies (Ha): [0.1345 0.4787 0.524  0.5657 0.6401 0.67  ]
E5 - E4 = 0.07442 Ha
|<u5|dH/dk|u4>| x, y, z = [0.18384 0.09307 0.27754] Ha bohr
modulus of divergent term between bands 4 and 5 (Ha/bohr):
q along 100: q=1e-3: 0.62418, q=1e-5: 0.62089, limit 0.62086
q along 110: q=1e-3: 0.45227, q=1e-5: 0.44721, limit 0.44716
\end{verbatim}
